# Equal spaces in self-aligned quadruple patterning: mandrel and spacer widths: a program that tests the result

```python
"""Self-aligned quadruple patterning: condition for equal spaces.

Result under test: with four separate final lines per mandrel period P,
all spaces are equal only for
    first mandrel width  m = P/4 + s,   first spacer width  a = P/4 - s,
where s is the final spacer (line) width.
Space A: inside the former first mandrel.  Space B: where a second mandrel
stood (twice per period).  Space C: between neighbouring first mandrels.
b: total widening of each second mandrel during pattern transfer.
The process is simulated by growing and stripping films on pixels; the
simulation does not use the formulas for the spaces.
"""
import numpy as np
from scipy.ndimage import distance_transform_edt


def grow(mask, t):
    """Periodic 1D mask widened by t pixels at every edge."""
    n = mask.size
    total = np.concatenate(([0], np.cumsum(np.tile(mask, 3))))
    i = np.arange(n) + n
    return total[i + t + 1] - total[i - t] > 0


def final_lines(P, m, a, s, edge_bias=0):
    """Final line mask; all arguments are whole pixels."""
    mandrel = np.arange(P) < m
    core = grow(mandrel, a) & ~mandrel
    if edge_bias > 0:
        core = grow(core, edge_bias)
    elif edge_bias < 0:
        core = ~grow(~core, -edge_bias)
    return grow(core, s) & ~core


def widths(mask):
    """Widths of lines and of spaces in one period, from left to right."""
    edges = np.flatnonzero(mask != np.roll(mask, 1))
    if edges.size == 0:
        return edges, edges
    run = np.diff(np.append(edges, edges[0] + mask.size))
    is_line = mask[edges]
    return run[is_line], run[~is_line]


def search(P, s, edge_bias=0):
    """All (m, a) giving equal lines and equal spaces, by line count."""
    found = {3: [], 4: []}
    for m in range(1, P):
        for a in range(1, P // 2):
            lines, spaces = widths(final_lines(P, m, a, s, edge_bias))
            if lines.size in found and np.ptp(lines) == 0 \
                    and np.ptp(spaces) == 0:
                found[lines.size].append((m, a))
    return found


def spacer_columns(solid, t):
    """Conformal film on a cross-section, then vertical etch-back by t.
    Returns the columns in which film remains."""
    distance = distance_transform_edt(~solid)
    film = (distance > 0) & (distance <= t + 1e-9)
    return film.sum(axis=0) > t


def section_level(mandrel, t, height):
    """One spacer level on vertical mandrels, in a periodic cross-section."""
    n = mandrel.size
    wide = np.tile(mandrel, 3)
    solid = np.zeros((height + t + 2, wide.size), dtype=bool)
    solid[0] = True
    solid[1:height + 1] = wide
    return spacer_columns(solid, t)[n:2 * n]


# Example inputs, in nm
P, s = 120, 10
height, taper_deg, b = 60, 1.0, 2
wavelength, aperture = 193.0, 1.35
m, a = P // 4 + s, P // 4 - s

# Uniqueness by exhaustive search on a 1 nm grid
found = search(P, s)
assert found[4] == [(m, a)]
assert set(found[3]) == {(s, P // 3 - s), (P // 3 + s, P // 3 - s)}
for P_try, s_try in ((96, 8), (80, 15)):
    assert search(P_try, s_try)[4] == [(P_try // 4 + s_try,
                                       P_try // 4 - s_try)]
assert search(80, 20)[4] == []          # no solution once s reaches P/4

# Transfer bias: compensated design is again the only one
biased = search(P, s, b // 2)[4]
assert biased == [(P // 4 + s + b, P // 4 - s - b)]

# Film thickness equals spacer width, and narrow gaps fill: 0.5 nm section
for m_try, a_try in ((m, a), (50, 17), (s, P // 3 - s)):
    first = section_level(np.arange(2 * P) < 2 * m_try, 2 * a_try, 2 * height)
    second = section_level(first, 2 * s, 2 * height)
    assert np.array_equal(second, final_lines(2 * P, 2 * m_try,
                                              2 * a_try, 2 * s))

# Simulated spaces on a fine grid, in nm
px = 0.05


def spaces_nm(m_nm, a_nm, s_nm, bias_nm=0.0):
    args = [int(round(v / px)) for v in (P, m_nm, a_nm, s_nm, bias_nm / 2)]
    lines, spaces = widths(final_lines(*args))
    assert lines.size == 4 and spaces[1] == spaces[3]
    return spaces[:3] * px


nominal = spaces_nm(m, a, s)
assert np.allclose(nominal, P / 4 - s)
naive = spaces_nm(P / 4, a, s)

# Response of spaces A, B, C to an error of +1 nm in m, a, s
response = np.array([spaces_nm(m + 1, a, s), spaces_nm(m, a + 1, s),
                     spaces_nm(m, a, s + 1)]) - nominal
predicted = np.array([[1, 0, -1], [0, 1, -2], [-2, 0, -2]])
assert np.allclose(response, predicted)
bias_spaces = spaces_nm(m, a, s, b)
assert np.allclose(bias_spaces, [m - b - 2 * s, a + b,
                                 P - m - 2 * a - b - 2 * s])

# Tapered mandrel wall: vertical shadow of the leaning first spacer
tan_q = np.tan(np.radians(taper_deg))
cos_q = np.cos(np.radians(taper_deg))
rows, t_px = int(round(height / px)), int(round(a / px))
x = (np.arange(int(round(60 / px))) + 0.5) * px
y = (np.arange(rows) + 0.5) * px
solid = np.zeros((rows + t_px + 2, x.size), dtype=bool)
solid[0] = True
solid[1:rows + 1] = x[None, :] < 30 - y[:, None] * tan_q
shadow_sim = spacer_columns(solid, t_px).sum() * px
shadow = height * tan_q + a / cos_q - a * tan_q
assert abs(shadow_sim - shadow) < 2 * px    # staircase wall: two pixels
taper_spaces = spaces_nm(m, shadow, s)

# Random errors, common to a region and independent of each other
sigma = np.array([0.5, 0.3, 0.2])           # nm, for m, a, s
rng = np.random.default_rng(1)
trials = np.array([spaces_nm(*v) for v in
                   rng.normal([m, a, s], sigma, size=(4000, 3))])
sd_sim = trials.std(axis=0)
sd = np.sqrt([sigma[0]**2 + 4 * sigma[2]**2, sigma[1]**2,
              sigma[0]**2 + 4 * sigma[1]**2 + 4 * sigma[2]**2])
assert np.allclose(sd_sim, sd, rtol=0.05)   # sampling error is about 1 %


def show(label, values, digits=2):
    text = ", ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} nm")


show("mandrel pitch P", P, 0)
show("final spacer width s", s, 0)
show("first mandrel width m", m, 0)
show("first spacer width a", a, 0)
show("gap after first spacer", P - m - 2 * a, 0)
show("final pitch P/4", P / 4, 0)
show("wavelength", wavelength, 0)
print(f"numerical aperture: {aperture:.2f}")
show("single-exposure pitch limit", wavelength / (2 * aperture), 1)
show("spaces A, B, C at design", nominal)
show("spaces A, B, C for m = P/4, same a", naive)
print("search, four equal lines (m, a) in nm:", found[4])
print("search, three equal lines (m, a) in nm:", found[3])
show("three-line pitch P/3", P / 3, 0)
for name, row in zip(("m", "a", "s"), response):
    show(f"change of A, B, C for +1 nm in {name}", row)
    show(f"  range of spaces for +1 nm in {name}", np.ptp(row))
show("transfer bias b", b, 0)
show("spaces A, B, C with bias, uncorrected", bias_spaces)
show("range of spaces with bias", np.ptp(bias_spaces))
print("search with bias, corrected (m, a) in nm:", biased)
show("mandrel height H", height, 0)
print(f"wall taper from vertical: {taper_deg:.1f} degree")
show("spacer shadow, formula", shadow)
show("spacer shadow, simulated section", shadow_sim)
show("section pixel", px)
show("spaces A, B, C with taper", taper_spaces)
show("range of spaces with taper", np.ptp(taper_spaces))
show("standard deviations of m, a, s", sigma)
show("standard deviations of A, B, C, formula", sd, 3)
show("standard deviations of A, B, C, 4000 trials", sd_sim, 3)
print("tests ok")
```

Running it gives:

```
mandrel pitch P: 120 nm
final spacer width s: 10 nm
first mandrel width m: 40 nm
first spacer width a: 20 nm
gap after first spacer: 40 nm
final pitch P/4: 30 nm
wavelength: 193 nm
numerical aperture: 1.35
single-exposure pitch limit: 71.5 nm
spaces A, B, C at design: 20.00, 20.00, 20.00 nm
spaces A, B, C for m = P/4, same a: 10.00, 20.00, 30.00 nm
search, four equal lines (m, a) in nm: [(40, 20)]
search, three equal lines (m, a) in nm: [(10, 30), (50, 30)]
three-line pitch P/3: 40 nm
change of A, B, C for +1 nm in m: 1.00, 0.00, -1.00 nm
  range of spaces for +1 nm in m: 2.00 nm
change of A, B, C for +1 nm in a: 0.00, 1.00, -2.00 nm
  range of spaces for +1 nm in a: 3.00 nm
change of A, B, C for +1 nm in s: -2.00, 0.00, -2.00 nm
  range of spaces for +1 nm in s: 2.00 nm
transfer bias b: 2 nm
spaces A, B, C with bias, uncorrected: 18.00, 22.00, 18.00 nm
range of spaces with bias: 4.00 nm
search with bias, corrected (m, a) in nm: [(42, 18)]
mandrel height H: 60 nm
wall taper from vertical: 1.0 degree
spacer shadow, formula: 20.70 nm
spacer shadow, simulated section: 20.70 nm
section pixel: 0.05 nm
spaces A, B, C with taper: 20.00, 20.70, 18.60 nm
range of spaces with taper: 2.10 nm
standard deviations of m, a, s: 0.50, 0.30, 0.20 nm
standard deviations of A, B, C, formula: 0.640, 0.300, 0.877 nm
standard deviations of A, B, C, 4000 trials: 0.636, 0.297, 0.867 nm
tests ok
```
